# Magnetic anisotropy and orbital moments: Bruno's relation and its spin-flip correction

## What symmetry fixes

Let the majority spin of a magnet point along the unit vector $\mathbf n$. How does the energy $E(\mathbf n)$ depend on direction when spin-orbit coupling is weak?

Atomic units are used, with angular momenta in units of $\hbar$. The coupling is $V=\zeta\sum\mathbf l\cdot\mathbf s$, summed over electrons, with $\zeta>0$. Magnetic dipole-dipole interactions, which also depend on direction, are left out. Without $V$ the spins can then be turned relative to the crystal at no cost, so all remaining direction dependence comes from $V$. If the filled orbitals of each spin form a time-reversal-symmetric set, separated by a gap from the empty ones, their mean orbital moment vanishes, and so does the energy linear in $\zeta$. The leading term is therefore of order $\zeta^2$ divided by an excitation energy.

At this order two factors $l_i$ and $l_j$ are multiplied by a spin factor with indices $i,j$. That factor knows one direction, $\mathbf n$, so it is built from $\delta_{ij}$, $n_in_j$ and $\sum_k\epsilon_{ijk}n_k$. The last is odd in $\mathbf n$ and drops out, because time reversal requires $E(\mathbf n)=E(-\mathbf n)$. Hence

$$E(\mathbf n)=\text{const}+\sum_{ij}n_iA_{ij}n_j,\qquad A_{ij}\sim\frac{\zeta^2}{\text{excitation energy}} .$$

In a cubic crystal $A_{ij}\propto\delta_{ij}$, and the anisotropy vanishes at this order. This needs the gap assumed above, that is, closed subshells. With a partly filled $t_{2g}$ level the orbital moment is not quenched, and an anisotropy of order $\zeta^2$ can survive.

The orbital moment induced along $\mathbf n$ has the same angular form and size $\zeta/(\text{excitation energy})$. An energy proportional to $\zeta$ times the orbital moment is thus allowed. Symmetry supplies neither the factor nor the spin channels that enter, and it also allows a second term, $\zeta^2/\Delta$ times a quadrupole, where $\Delta$ is the exchange splitting. The result derived below in two ways, for a d shell with large $\Delta$, is

$$E(\mathbf n)=\text{const}+\frac{\zeta}{4}\left[L_\uparrow-L_\downarrow\right]+\frac74\frac{\zeta^2}{\Delta}T_n. \tag{1}$$

Here $\uparrow$ is the majority spin, and $L_\sigma$ is the orbital angular momentum along $\mathbf n$ carried by electrons of spin $\sigma$. The magnetic dipole term is

$$T_n=\Big\langle\sum_{\rm electrons}\sum_{ij}n_iQ_{ij}s_j\Big\rangle,\qquad Q_{ij}=\delta_{ij}-3\hat r_i\hat r_j .$$

## First derivation: sum over excitations

**The model.** Independent electrons occupy a d shell with

$$H_0=\sum_{\rm electrons}\left(h-\Delta s_n\right),\qquad h|a\rangle=e_a|a\rangle .$$

The crystal-field Hamiltonian $h$ is independent of spin and has real orbitals $|a\rangle$. With $\sigma=+1$ for $\uparrow$ and $-1$ for $\downarrow$, the levels are $e_a-\sigma\Delta/2$. A gap separates filled from empty levels, and $h$ and $\Delta$ stay fixed as $\mathbf n$ turns. The magnetostatic energy that depends on sample shape is left out.

Choose axes 1 and 2 perpendicular to $\mathbf n$, and let $l_\pm=l_1\pm il_2$, $s_\pm=s_1\pm is_2$. In $l_+s_-+l_-s_+$ the imaginary parts cancel, leaving $2(l_1s_1+l_2s_2)$. Therefore

$$\mathbf l\cdot\mathbf s=l_ns_n+\tfrac12(l_+s_-+l_-s_+).$$

The first part conserves spin and the second flips it. They lead to different final states, so their second-order energies add without interference.

**Spin-conserving energy.** A one-electron operator moves one electron from a filled orbital $o$ to an empty orbital $u$. Its matrix element here is $\zeta(\sigma/2)\langle u|l_n|o\rangle$. Second-order perturbation theory gives, for each channel,

$$E_\sigma=-\frac{\zeta^2}{4}\sum_{o,u}^{(\sigma)}\frac{|\langle u|l_n|o\rangle|^2}{e_u-e_o}. \tag{2}$$

The exchange energy cancels from the denominator because both levels have the same spin.

**Orbital moment.** To first order each filled orbital acquires the admixture

$$|\delta o\rangle=\sum_u|u\rangle\frac{\zeta(\sigma/2)\langle u|l_n|o\rangle}{e_o-e_u}.$$

Mixing between two filled orbitals contributes nothing to the sum over filled orbitals, since the two contributions have opposite denominators. Spin-flip admixtures do not contribute at first order either, because $l_n$ cannot connect opposite spins. The unperturbed moment is zero: $l_n$ is Hermitian and imaginary in a real basis, so its diagonal elements vanish. Adding $\langle o|l_n|\delta o\rangle$ and its complex conjugate,

$$L_\sigma=2\cdot\frac{\sigma\zeta}{2}\sum_{o,u}^{(\sigma)}\frac{|\langle u|l_n|o\rangle|^2}{e_o-e_u}
=-\sigma\zeta\sum_{o,u}^{(\sigma)}\frac{|\langle u|l_n|o\rangle|^2}{e_u-e_o}. \tag{3}$$

The sums in (2) and (3) are the same, so

$$E_\sigma=\sigma\frac{\zeta}{4}L_\sigma,\qquad E_{\rm cons}=\frac{\zeta}{4}(L_\uparrow-L_\downarrow). \tag{4}$$

If the majority shell is full, it has no empty orbitals and $L_\uparrow=0$ at this order. The total moment is then $L=L_\downarrow\ge0$. Neglecting spin flips gives Bruno's relation for two directions,

$$E(\mathbf n_1)-E(\mathbf n_2)=-\frac{\zeta}{4}\left[L(\mathbf n_1)-L(\mathbf n_2)\right]. \tag{5}$$

Within this approximation the favoured direction has the larger orbital moment; the spin-flip term derived below can reverse the order. If instead the minority shell is empty, $L=L_\uparrow\le0$ and $E_{\rm cons}=+\zeta L/4=-\zeta|L|/4$, so the larger magnitude is again favoured. When both channels are partly filled, their moments oppose each other in $L$ but add in the energy, and $L$ alone does not determine $E_{\rm cons}$.

**Spin-flip energy.** An electron going from $o\uparrow$ to $u\downarrow$ has matrix element $(\zeta/2)\langle u|l_+|o\rangle$. For real orbitals write $\langle u|l_1|o\rangle=ia$ and $\langle u|l_2|o\rangle=ib$, with $a,b$ real. Then

$$|\langle u|l_+|o\rangle|^2=|ia-b|^2=a^2+b^2=w_{uo}-|\langle u|l_n|o\rangle|^2,$$

where $w_{uo}=\sum_i|\langle u|l_i|o\rangle|^2$, summed over three perpendicular axes, is independent of $\mathbf n$. The minus sign gives $|\langle u|l_n|o\rangle|^2$ a prefactor opposite in sign to that in (2). The two anisotropies can nevertheless have the same sign, because the sums run over different pairs of orbitals. They do so in the worked example below.

Let $f_o$ and $g_u$, each 0 or 1, be the occupations of $o\uparrow$ and $u\downarrow$, and let $D_{uo}=e_u-e_o+\Delta$. The transition $o\uparrow\to u\downarrow$ costs $D_{uo}$ and needs $f_o(1-g_u)=1$. The reverse transition costs $-D_{uo}$, needs $g_u(1-f_o)=1$, and has the same squared matrix element. Together they give

$$\frac{f_o(1-g_u)}{D_{uo}}-\frac{g_u(1-f_o)}{D_{uo}}=\frac{f_o-g_u}{D_{uo}},$$

where pairs with equal occupations are omitted. Consequently

$$E_{\rm flip}=\text{const}+\frac{\zeta^2}{4}\sum_{o,u}\frac{f_o-g_u}{e_u-e_o+\Delta}|\langle u|l_n|o\rangle|^2. \tag{6}$$

In a crystal the Bloch orbitals at one wave vector $\mathbf k$ can be complex combinations of the real d orbitals. With $\alpha=\langle u|l_1|o\rangle$ and $\beta=\langle u|l_2|o\rangle$, there is an extra term:

$$|\alpha+i\beta|^2=|\alpha|^2+|\beta|^2-2\,{\rm Im}(\alpha^*\beta).$$

At $-\mathbf k$ the orbitals are complex conjugates, so $\alpha\to-\alpha^*$ and $\beta\to-\beta^*$. The extra term changes sign and cancels between $\mathbf k$ and $-\mathbf k$, as do the unperturbed orbital moments.

**Large exchange splitting.** If $\Delta$ greatly exceeds the spread of the $e_a$, replace every denominator in (6) by $\Delta$. In this regime every majority level lies below every minority level, so either the majority shell is full or the minority shell is empty, and one of $L_\uparrow$, $L_\downarrow$ in (1) vanishes. When both channels are partly filled, (4) must be combined with (6) instead. In the $f_o$ term the sum over $u$ is complete within the shell and gives $\langle o|l_n^2|o\rangle$. In the $g_u$ term the sum over $o$ does the same. Thus

$$E_{\rm flip}\simeq\text{const}+\frac{\zeta^2}{4\Delta}\left[\langle l_n^2\rangle_\uparrow-\langle l_n^2\rangle_\downarrow\right], \tag{7}$$

where $\langle\cdots\rangle_\sigma$ is summed over the electrons of spin $\sigma$.

It remains to express $l_n^2$ through the shape of the charge cloud. Let $\theta$ be the angle from $\mathbf n$ and $m$ the eigenvalue of $l_n$. Multiplication by $\cos\theta$ takes $Y_{2m}$ to $Y_{3m}$ and $Y_{1m}$, with squared coefficients $(9-m^2)/35$ and $(4-m^2)/15$. Their sum is

$$\langle\cos^2\theta\rangle_m=\frac{9-m^2}{35}+\frac{4-m^2}{15}=\frac{11-2m^2}{21}.$$

Since $Q_{nn}=1-3\cos^2\theta$, its value is $(2m^2-4)/7$. Both $Q_{nn}$ and $l_n^2$ are diagonal in $m$ within the shell, so there

$$l_n^2=2+\tfrac72Q_{nn}. \tag{8}$$

The unperturbed spins lie along $\pm\mathbf n$, hence $T_n=\frac12[\langle Q_{nn}\rangle_\uparrow-\langle Q_{nn}\rangle_\downarrow]$. The bracket in (7) becomes $2(N_\uparrow-N_\downarrow)+7T_n$, where $N_\sigma$ is the number of electrons of spin $\sigma$. The first piece is independent of direction; the second gives the last term of (1).

The coefficient $7/4$ belongs to the definition of $T_n$ above, with all $l_n^2$ terms absorbed in $T_n$ through (8).

## Second derivation: switching on the coupling

The same result follows without listing the excitations. For a normalized eigenstate, changes of the state do not alter its energy to first order, so the Hellmann-Feynman theorem gives

$$\frac{dE}{d\zeta}=\langle C\rangle_\zeta+\langle F\rangle_\zeta,\qquad C=\sum l_ns_n,\qquad F=\tfrac12\sum(l_+s_-+l_-s_+).$$

**Spin-conserving part.** Since $s_n=\pm\frac12$ on the two spin channels,

$$\langle C\rangle_\zeta=\tfrac12\left[L_\uparrow(\zeta)-L_\downarrow(\zeta)\right]. \tag{9}$$

This holds at any $\zeta$. Suppose that $H_0$ conserves the total spin component $S_n$, is real in a basis of real orbitals and spins along $\mathbf n$, and has a non-degenerate ground state separated by a gap. That state can be chosen real, so the imaginary operators $\sum l_n$ in each spin channel have zero mean. The moments therefore start linearly in $\zeta$. The perturbation $F$ changes $S_n$ by one unit and cannot contribute to this linear term. Writing $L_\sigma(\zeta')=(\zeta'/\zeta)L_\sigma(\zeta)$,

$$E_{\rm cons}=\int_0^\zeta\frac12\,\frac{\zeta'}{\zeta}(L_\uparrow-L_\downarrow)\,d\zeta'=\frac{\zeta}{4}(L_\uparrow-L_\downarrow).$$

The factor $\frac14$ is now visible as a product: one $\frac12$ is the electron spin, and the other comes from building up a linear response.

**Spin-flip part.** Return to the independent-electron $H_0$. Write the first-order state produced by $F$ as $\zeta G|0\rangle$, where $|0\rangle$ is the unperturbed ground state and $G$ is anti-Hermitian. The first-order equation is satisfied if $[H_0,G]=-F$. Because $[s_n,s_\pm]=\pm s_\pm$, the exchange part of $H_0$ alone gives

$$G=-\frac{1}{2\Delta}(A-B),\qquad A=\sum l_+s_-,\quad B=\sum l_-s_+ .$$

Indeed, $[-\Delta S_n,A]=\Delta A$ and $[-\Delta S_n,B]=-\Delta B$, so the commutator with $G$ is $-\frac12(A+B)=-F$. The neglected commutator with $\sum h$ is smaller by the ratio of crystal-field splitting to $\Delta$.

To first order $\langle F\rangle_\zeta=2\zeta\langle0|FG|0\rangle$, this matrix element being real. Integration over $\zeta$ gives $\zeta^2\langle FG\rangle$. Averaging $FG$ with its Hermitian conjugate $-GF$,

$$E_{\rm flip}=\frac{\zeta^2}{2}\langle[F,G]\rangle=-\frac{\zeta^2}{8\Delta}\langle[A+B,A-B]\rangle=\frac{\zeta^2}{4\Delta}\langle[A,B]\rangle,$$

because $[A+B,A-B]=-2[A,B]$. Operators of different electrons commute, leaving a sum over single electrons. With $P_\sigma$ the projector on spin $\sigma$, $s_-s_+=P_\downarrow$ and $s_+s_-=P_\uparrow$. Also $l_\pm l_\mp=l^2-l_n^2\pm l_n$. Hence

$$[A,B]=\sum\left[(l^2-l_n^2)(P_\downarrow-P_\uparrow)+l_n\right].$$

The mean of the last term is zero, and $l^2=6$ in the d shell. The direction-dependent remainder is the bracket of (7), and (8) again leads to (1).

## What each derivation assumes

Both derivations need a gap, weak coupling, and an $H_0$ that depends on $\mathbf n$ only through the spin axis, with $h$ and $\Delta$ fixed. They differ in what else they use.

The sum over excitations requires independent electrons. In return it gives (6), which keeps the crystal-field energies in the denominators and does not require large $\Delta$. The dipole form is a further approximation.

The second derivation obtains the spin-conserving term under weaker conditions. Electron-electron interactions may be present in $H_0$, provided the stated conditions on its spin, reality and gap hold. Its spin-flip part, however, uses independent electrons and large $\Delta$ from the start.

The second route also shows what happens when sites $i$ have different constants $\zeta_i$. Scale all of them by a common factor that grows from 0 to 1. The same integration gives

$$E_{\rm cons}=\sum_i\frac{\zeta_i}{4}(L_{i\uparrow}-L_{i\downarrow}),$$

where each site moment is its response to the coupling on all sites. The total moment is then insufficient, but the spin-resolved site moments still determine this term.

Finally, it shows how the factor changes if the orbital moment is not quenched. Let one minority electron occupy a degenerate pair $xz,yz$, with $\mathbf n$ along $z$. Any weak coupling selects the combination with $l_n=1$, so $L_\downarrow$ starts at 1 instead of growing from zero. Integrating the constant (9) gives $-\zeta/2$, so the prefactor is $\zeta/2$, not $\zeta/4$. The same breakdown threatens whenever $\zeta$ is comparable with the orbital splitting, a serious restriction for heavy elements.

## A worked example

Take round model parameters: orbital levels $xy$ at 0, $xz$ and $yz$ at 0.5, $x^2-y^2$ at 1.0 and $z^2$ at 1.2 eV, with $\Delta=3$ eV and $\zeta=0.05$ eV. Six electrons fill the majority shell and the minority $xy$ orbital. All differences below are $E(x)-E(z)$.

The operator $l_x=-i(y\partial_z-z\partial_y)$ takes $xy$ to $xz$, with squared matrix element 1. The operator $l_z=-i(x\partial_y-y\partial_x)$ takes $xy$ to $-i(x^2-y^2)$. The normalized functions are proportional to $\sqrt2\,xy$ and $(x^2-y^2)/\sqrt2$, so the squared element is 4. Equation (3) gives

$$L(x)=0.05\times\frac{1}{0.5}=0.10,\qquad L(z)=0.05\times\frac{4}{1.0}=0.20 .$$

Bruno's relation then yields

$$-\frac{0.05}{4}(0.10-0.20)=0.00125\ \text{eV},$$

favouring $z$.

For the dipole form, the minority electron has $\langle l_x^2\rangle=1$ and $\langle l_z^2\rangle=4$. By (8), $\langle Q_{xx}\rangle=-2/7$ and $\langle Q_{zz}\rangle=4/7$. The full majority shell is spherical and contributes nothing. Thus $T_x=1/7=0.143$, $T_z=-2/7=-0.286$, and

$$\frac74\times\frac{0.05^2}{3}\times\frac37=0.000625\ \text{eV}.$$

The full denominators of (6) give 0.00089 eV, so the dipole form yields only 70% of the spin-flip term. The next term in the expansion $1/D_{uo}\simeq1/\Delta-(e_u-e_o)/\Delta^2$ accounts for most of the difference. Pairs of orbitals that are both empty in the minority channel cancel when $u$ and $o$ are exchanged. What remains is $o=xy$, which contributes $1\times0.5$ for $x$ and $4\times1.0$ for $z$. The correction is

$$-\frac{0.05^2}{4\times3^2}(0.5-4.0)=0.00024\ \text{eV},$$

which raises the estimate to 0.00087 eV.

The second-order total is $0.00125+0.00089=0.00214$ eV, or $7.9\times10^{-5}$ hartree. Direct diagonalization gives 0.00212 eV, or $7.8\times10^{-5}$ hartree. Before rounding, the diagonalized value is 0.8% below the second-order one. In this model, then, the main error of Bruno's relation is the missing spin-flip term, not the use of second-order theory.

A second model, of low symmetry and with both spin channels partly filled, shows why (4) needs separate moments. It has levels 0, 0.5, 1.1, 1.8 and 2.6 eV, whose orbitals are one randomly chosen real orthogonal mixture of the five d functions, with $\Delta=0.85$ eV and five electrons. Its values of $E_{\rm cons}/\zeta^2$ are $-1.30$, $-0.94$ and $-1.50$ eV$^{-1}$ along $x$, $y$ and $z$. Using the total moment in $-\zeta L/4$ would give $0.17$, $-0.85$ and $0.21$ eV$^{-1}$. Among these three directions the spin-conserving energy is lowest along $z$, whereas the total-moment formula selects $y$, so the total moment misrepresents $E_{\rm cons}$. Neither settles the easy axis, because at this small $\Delta$ the spin-flip part dominates. It contributes $-2.60$, $-3.66$ and $-2.24$ eV$^{-1}$, and the full second-order energy per $\zeta^2$, about $-3.9$, $-4.6$ and $-3.7$ eV$^{-1}$, is lowest along $y$.

The numerical check compares the two parts of the energy separately with diagonalization. It also tests the cancellation between $\mathbf k$ and $-\mathbf k$ and the approach to the dipole form at large $\Delta$.

## Calculated quantities

```
TETRAGONAL MODEL, differences are E(n=x) - E(n=z)
level xy: 0.00 eV
level xz: 0.50 eV
level yz: 0.50 eV
level x2-y2: 1.00 eV
level z2: 1.20 eV
zeta: 0.050 eV
exchange splitting Delta: 3.00 eV
electrons: 6
|<xz|l_x|xy>|^2: 1.000 hbar^2
|<x2-y2|l_z|xy>|^2: 4.000 hbar^2
<xy|l_x^2|xy>: 1.000 hbar^2
<xy|l_z^2|xy>: 4.000 hbar^2
L_down, n=x, first order: 0.10000 hbar
L_down, n=z, first order: 0.20000 hbar
L total, n=x, diagonalized: 0.09912 hbar
L total, n=z, diagonalized: 0.19873 hbar
T_n, n=x, zeta=0: 0.14286 hbar
T_n, n=z, zeta=0: -0.28571 hbar
Bruno term: 0.0012500 eV
spin-flip term, full denominators: 0.0008875 eV
spin-flip term, T_n form: 0.0006250 eV
T_n form / full spin-flip term: 0.7043
second-order total: 0.0021375 eV
second-order total: 7.8550e-05 hartree
diagonalized total: 0.0021211 eV
diagonalized total: 7.7947e-05 hartree
Bruno term with diagonalized L: 0.0012451 eV
diagonalized / second order: 0.9923
same ratio at zeta = 0.001 eV: 0.9999
LARGE-DELTA CHECK, four electrons, majority shell partly filled
Delta = 40 eV, exact / T_n form - 1: 0.01866
Delta = 80 eV, exact / T_n form - 1: 0.00904
LOW-SYMMETRY MODEL, both spins partly filled, per zeta^2
levels: 0.0, 0.5, 1.1, 1.8, 2.6 eV
Delta: 0.85 eV; electrons: 5
n=x: L_up/zeta -2.9397, L_down/zeta 2.2521 hbar/eV
n=y: L_up/zeta -0.1879, L_down/zeta 3.5687 hbar/eV
n=z: L_up/zeta -3.4179, L_down/zeta 2.5693 hbar/eV
n=x: E_cons/zeta^2 -1.2980, -L_total/(4 zeta) 0.1719 1/eV
n=y: E_cons/zeta^2 -0.9392, -L_total/(4 zeta) -0.8452 1/eV
n=z: E_cons/zeta^2 -1.4968, -L_total/(4 zeta) 0.2122 1/eV
BLOCH PAIR, spin-flip energy minus formula, per zeta^2
k alone: 0.08436 1/eV
-k alone: -0.08436 1/eV
magnitude of sum below 2e-5 1/eV: True
```
